# The photon propagator in R-xi gauges, derived against objections

**Q.** You call the photon propagator the inverse of the operator in the quadratic part of the action. Before I accept an inverse, I want to see the operator.

**A.** I use natural units, the metric $g=\mathrm{diag}(1,-1,-1,-1)$, and fields for which surface terms vanish. The Lagrangian is

$$\mathcal L=-\tfrac14F_{\mu\nu}F^{\mu\nu}-J^\mu A_\mu,\qquad F_{\mu\nu}=\partial_\mu A_\nu-\partial_\nu A_\mu .$$

Squaring $F$ gives four terms, equal in pairs after relabelling indices:

$$-\tfrac14F_{\mu\nu}F^{\mu\nu}=-\tfrac12\,\partial_\mu A_\nu\,\partial^\mu A^\nu+\tfrac12\,\partial_\mu A_\nu\,\partial^\nu A^\mu .$$

Integrating by parts moves one derivative in each term and reverses its sign:

$$S=\int d^4x\left[\tfrac12A_\mu\left(g^{\mu\nu}\Box-\partial^\mu\partial^\nu\right)A_\nu-J^\mu A_\mu\right].$$

The operator is symmetric, so varying $A_\mu$ cancels the factor $\tfrac12$ and gives $(g^{\mu\nu}\Box-\partial^\mu\partial^\nu)A_\nu=J^\mu$. On a plane wave $e^{-ik\cdot x}$ each $\partial^\mu$ becomes $-ik^\mu$, so $\Box\to-k^2$ and $-\partial^\mu\partial^\nu\to+k^\mu k^\nu$. The operator is

$$K_0^{\mu\nu}=-k^2g^{\mu\nu}+k^\mu k^\nu .$$

**Q.** That is a four-by-four matrix. Why not invert it?

**A.** Apply it to $k_\nu$:

$$K_0^{\mu\nu}k_\nu=-k^2k^\mu+k^\mu k^2=0 .$$

A matrix that annihilates a nonzero vector has no inverse. The cause is gauge invariance: $A_\nu\to A_\nu+\partial_\nu\lambda$ leaves $F$ unchanged, and for a plane wave $\lambda$ the shift is proportional to $k_\nu$.

**Q.** Are there other zero modes?

**A.** A zero mode $a_\nu$ satisfies $k^2a^\mu=k^\mu(k\cdot a)$. If $k^2\neq0$, division by $k^2$ shows that $a$ is parallel to $k$. The kernel is then one line and the rank is 3.

If $k^2=0$ but $k\neq0$, the condition reduces to $k\cdot a=0$, which has three independent solutions. One is $k$ itself, a gauge shift; the other two are the polarizations of a free wave. The zero modes on the light cone are therefore partly physical, while the one at $k^2\ne0$ is pure gauge.

**Q.** A singular system can still have solutions. Maxwell's equations certainly do.

**A.** They do, under a condition. Contract $K_0^{\mu\nu}A_\nu=J^\mu$ with $k_\mu$. The left side vanishes because $K_0$ is symmetric, so a solution requires $k\cdot J=0$, which is current conservation. For $k^2\neq0$ and a conserved current,

$$A_\nu=-\frac{J_\nu}{k^2}+\alpha k_\nu$$

is a solution for any $\alpha$: the first term gives $J^\mu-k^\mu(k\cdot J)/k^2=J^\mu$, and the second gives zero. So the matrix $-g_{\mu\nu}/k^2$ already turns conserved sources into fields, but adding any multiple of $k_\mu k_\nu$ to it does the same. What is missing is a unique answer, and an inverse that works for every source.

**Q.** So you add $-(\partial\cdot A)^2/(2\xi)$. What does it do to the operator?

**A.** Take $\xi$ finite and positive; the sign will matter later. One integration by parts gives

$$-\frac1{2\xi}(\partial^\mu A_\mu)(\partial^\nu A_\nu)\;\to\;\frac12A_\mu\left(\frac1\xi\,\partial^\mu\partial^\nu\right)A_\nu .$$

In momentum space $\partial^\mu\partial^\nu/\xi$ becomes $-k^\mu k^\nu/\xi$, so

$$K^{\mu\nu}=-k^2g^{\mu\nu}+\left(1-\frac1\xi\right)k^\mu k^\nu .$$

The former zero mode now gives

$$K^{\mu\nu}k_\nu=-k^2k^\mu+\left(1-\frac1\xi\right)k^2k^\mu=-\frac{k^2}{\xi}k^\mu ,$$

which is nonzero away from the light cone.

**Q.** You have also changed the Lagrangian. Why is this still electrodynamics?

**A.** Contract the new field equation $K^{\mu\nu}A_\nu=J^\mu$ with $k_\mu$:

$$-\frac{k^2}{\xi}\,k\cdot A=k\cdot J .$$

For a conserved current and $k^2\neq0$ this forces $k\cdot A=0$. The added part of the operator, acting on $A$, is $-k^\mu(k\cdot A)/\xi$, so it vanishes on the solution, which therefore obeys Maxwell's original equation.

On the light cone the argument needs a boundary condition. In position space the contracted equation reads $\Box(\partial\cdot A)/\xi=\partial\cdot J=0$, so $\partial\cdot A$ could be a free wave. It is absent if $\partial\cdot A$ and its time derivative vanish at an initial time.

The action at the solution is unchanged too. In momentum notation its value is $\tfrac12A\cdot J-J\cdot A=-\tfrac12J\cdot A$, and a shift of $A$ along $k$ does not affect it when $k\cdot J=0$. This value governs tree-level photon exchange, which is the scope of the argument here.

**Q.** Now invert it, without guessing the answer.

**A.** For $k^2\neq0$ define, with mixed indices,

$$(P_L)^\mu{}_\nu=\frac{k^\mu k_\nu}{k^2},\qquad P_T=1-P_L .$$

Since $k^\mu(k_\alpha k^\alpha)k_\nu/(k^2)^2=k^\mu k_\nu/k^2$, we have $P_L^2=P_L$. It follows that $P_TP_L=P_L-P_L^2=0$ and $P_T^2=1-2P_L+P_L^2=P_T$. The traces are $k^\mu k_\mu/k^2=1$ for $P_L$ and $4-1=3$ for $P_T$, so these projectors split the four directions into one longitudinal and three transverse ones.

Lower the second index of $K$, replace the unit matrix by $P_T+P_L$, and write $k^\mu k_\nu=k^2P_L$:

$$K=-k^2(P_T+P_L)+\left(1-\frac1\xi\right)k^2P_L=-k^2P_T-\frac{k^2}{\xi}P_L .$$

The eigenvalues are $-k^2$, three times, and $-k^2/\xi$, once. Setting $1/\xi=0$ recovers $K_0=-k^2P_T$, with no longitudinal part.

Try $K^{-1}=aP_T+bP_L$. The cross terms vanish, so

$$KK^{-1}=-k^2a\,P_T-\frac{k^2}{\xi}b\,P_L .$$

This equals $P_T+P_L=1$ when $a=-1/k^2$ and $b=-\xi/k^2$. With both indices lowered,

$$(K^{-1})_{\mu\nu}=-\frac1{k^2}\left[g_{\mu\nu}-\frac{k_\mu k_\nu}{k^2}+\xi\frac{k_\mu k_\nu}{k^2}\right]
=-\frac1{k^2}\left[g_{\mu\nu}-(1-\xi)\frac{k_\mu k_\nu}{k^2}\right].$$

**Q.** What happens at the ends of the range of $\xi$?

**A.** At $\xi=1$, Feynman gauge, the $k_\mu k_\nu$ term drops out. As $\xi\to0$, Landau gauge, the inverse becomes purely transverse; the added Lagrangian term has no value at $\xi=0$, so this gauge is a limit of the inverse. As $\xi\to\infty$ the added term disappears and the longitudinal part $-\xi P_L/k^2$ diverges, which is the original singularity returning.

**Q.** A Feynman rule has a factor $i$. Where does it come from?

**A.** From the weight $e^{iS}$. For finitely many variables with $S=\tfrac12x_aK_{ab}x_b$ and a convergent integral, the integral of a total derivative vanishes:

$$0=\int dx\,\frac{\partial}{\partial x_a}\left(x_be^{iS}\right)
\quad\Rightarrow\quad 0=\delta_{ab}+iK_{ac}\langle x_cx_b\rangle .$$

Multiplying by $iK^{-1}$ gives $\langle x_ax_b\rangle=i(K^{-1})_{ab}$. The field modes obey the same algebra, so the propagator is $D_{\mu\nu}=i(K^{-1})_{\mu\nu}$.

**Q.** You assumed convergence. The time component has the opposite sign in the metric.

**A.** Convergence is obtained in imaginary time. Put $x^0=-i\tau$ and $A_0=iA_4$, so $\partial_0=i\partial_\tau$. Then $A_\mu A^\mu=-A_E^2$, where $A_E=(\mathbf A,A_4)$ is built from the lower components, and $\partial\cdot A=-\partial_E\cdot A_E$. Also $\Box=-\partial_E^2$, which becomes $+k_E^2$. Since $i\,dx^0=d\tau$, the source-free exponent for a real mode is, up to a positive normalization,

$$-\tfrac12\left[k_E^2A_E^2-\left(1-\frac1\xi\right)(k_E\cdot A_E)^2\right].$$

The bracket has eigenvalues $k_E^2$, three times, and $k_E^2/\xi$. They are positive for $\xi>0$ and $k_E\neq0$, so the Gaussian converges. For $\xi<0$ the longitudinal direction grows instead.

To return to real $k^0$, rotate its axis from the imaginary to the real direction through the first and third quadrants. With $k^2\to k^2+i\varepsilon$, $\varepsilon>0$, the poles lie just below $k^0=+|\mathbf k|$ and just above $k^0=-|\mathbf k|$, so the rotation does not cross them. This is the Feynman prescription.

**Q.** The longitudinal term has $k^2$ squared in the denominator. Does the prescription survive there?

**A.** Put the regulator into the operator and invert again. Let $s=k^2+i\varepsilon$ and replace $-k^2g$ by $-sg$:

$$K_\varepsilon=-sP_T-\left[s-\left(1-\frac1\xi\right)k^2\right]P_L
=-sP_T-\frac{k^2+i\xi\varepsilon}{\xi}P_L .$$

Inverting each part gives

$$K_\varepsilon^{-1}=-\frac1s\left[1+\left(-1+\frac{\xi s}{k^2+i\xi\varepsilon}\right)P_L\right].$$

Over a common denominator, the terms $i\xi\varepsilon$ cancel and the round bracket is $(\xi-1)k^2/(k^2+i\xi\varepsilon)$. Hence

$$(K_\varepsilon^{-1})_{\mu\nu}=-\frac1{k^2+i\varepsilon}\left[g_{\mu\nu}-(1-\xi)\frac{k_\mu k_\nu}{k^2+i\xi\varepsilon}\right].$$

For $\xi>0$ both poles in $k^2$ lie below the real axis. An integration path can be moved upward, away from both, before $\varepsilon\to0$, and the limit is a double pole. The propagator is

$$\boxed{D_{\mu\nu}(k)=\frac{-i}{k^2+i0}\left[g_{\mu\nu}-(1-\xi)\frac{k_\mu k_\nu}{k^2+i0}\right]}$$

For $\xi<0$ the poles lie on opposite sides and pinch the path. Integrate the bare pole product $1/[(k^2+i\varepsilon)(k^2+i\xi\varepsilon)]$, without the prefactor $(1-\xi)k_\mu k_\nu$, against a test function $f(k^2)$ analytic near $k^2=0$. Moving the path above the upper pole, at $k^2=-i\xi\varepsilon$, leaves a residue term $2\pi i\,f(-i\xi\varepsilon)/[i(1-\xi)\varepsilon]$, whose leading size is $2\pi f(0)/[(1-\xi)\varepsilon]$. With this regulator and $f(0)\neq0$, it diverges as $\varepsilon\to0$.

A dimensionless example uses $f(s)=(1+s)e^{-s^2}$, with $s$ now real, and $\varepsilon=0.001$. The smeared pole product is $\int f(s)\,ds/[(s+i\varepsilon)(s+i\xi\varepsilon)]$. For the double pole, integration by parts gives $\int f\,ds/(s+i0)^2=\int f'\,ds/(s+i0)=\mathrm P\!\int f'\,ds/s-i\pi f'(0)$. Here $f'=(1-2s-2s^2)e^{-s^2}$; only the term $-2s$ survives the principal value, so the result is $-2\sqrt\pi-i\pi\approx-3.54-3.14i$. The smeared product at $\xi=3$ is $-3.53-3.13i$, close to this value. At $\xi=-3$ its real part is about $1567$.

**Q.** Your propagator depends on an arbitrary number. Why should I trust an amplitude made from it?

**A.** Because the dependence sits in a term proportional to $k_\mu k_\nu$. Between two currents it is proportional to $(k\cdot J_1)(k\cdot J_2)$, which vanishes if at least one of them is conserved. Contracting the propagator itself with $k$ does leave $\xi$ behind:

$$k^\mu D_{\mu\nu}=-\frac{i}{k^2}\left[k_\nu-(1-\xi)k_\nu\right]=-\frac{i\xi k_\nu}{k^2}\qquad(k^2\neq0).$$

The propagator is thus gauge dependent, while the exchange amplitude between conserved currents is not.

**Q.** Show me with numbers, using real spinors and not currents chosen to fit.

**A.** Let two different Dirac fermions, with round model masses 4 and 2 GeV, exchange one photon. In GeV the momenta are $p=(6,4,2,0)\to p'=(5,2,2,-1)$ and $q=(2,0,0,0)\to q'=(3,2,0,1)$. Then $k=p-p'=q'-q=(1,2,0,1)$ GeV and $k^2=1-4-0-1=-4\ \mathrm{GeV}^2$.

First, the zero mode. The top row of $K_0$ is $(5,2,0,1)\ \mathrm{GeV}^2$ and the lower components of $k$ are $(1,-2,0,-1)$ GeV, so their product is $5-4-1=0$. The other rows also give zero. At $\xi=3$ the eigenvalues are 4, 4, 4 and $4/3\approx1.333\ \mathrm{GeV}^2$, and the inverse is $\tfrac14(g_{\mu\nu}-\tfrac12k_\mu k_\nu)$ with $k$ in GeV. Its 00 entry is $\tfrac14(1-\tfrac12)=0.125\ \mathrm{GeV}^{-2}$.

For the spinors take $u(p)=(\gamma\cdot p+m)\chi/\sqrt{E+m}$ in the Dirac representation, with $\chi=(1,0,0,0)^T$ and $\bar uu=2m$. The matrix $\gamma\cdot p+m$ has upper entry $E+m$ on $\chi$ and lower entries $(p_z,\,p_x+ip_y)$, where $p_x,p_y,p_z$ are the ordinary spatial components. In $\mathrm{GeV}^{1/2}$,

$$u(p)=\frac{(10,0,0,4+2i)^T}{\sqrt{10}},\quad u(p')=\frac{(9,0,-1,2+2i)^T}{3},$$

$$u(q)=(2,0,0,0)^T,\quad u(q')=\frac{(5,0,1,2)^T}{\sqrt5}.$$

With $J_1^\mu=\bar u(p')\gamma^\mu u(p)$ and $J_2^\mu=\bar u(q')\gamma^\mu u(q)$, the matrix products give, in GeV,

$$J_1=(10.752-0.422i,\;5.903-0.211i,\;4.006-1.687i,\;-1.054),$$

$$J_2=(4.472,\;1.789,\;1.789i,\;0.894).$$

For instance, $J_2^0=u^\dagger(q')u(q)=10/\sqrt5=4.472$ GeV. Conservation follows from the Dirac equation:

$$k\cdot J_1=\bar u(p')(\gamma\cdot p-\gamma\cdot p')u(p)=(4-4)\,\bar u(p')u(p)=0$$

in GeV units, and likewise for $J_2$.

If the vertices are $-iQ_1\gamma^\mu$ and $-iQ_2\gamma^\nu$, the three factors of $-i$ multiply to $i$. The diagram equals $i\mathcal M$, so the amplitude is $\mathcal M=Q_1Q_2R$, with

$$R=\frac1{k^2}\left[J_1\cdot J_2-(1-\xi)\frac{(k\cdot J_1)(k\cdot J_2)}{k^2}\right].$$

The metric product is $J_1\cdot J_2\approx35.45-8.67i\ \mathrm{GeV}^2$. Dividing by $-4\ \mathrm{GeV}^2$ gives $R=-8.862+2.168i$. Because $K^{-1}$ carries an overall minus sign, the solution of $KA=J_2$ satisfies $J_1^\mu A_\mu=-R$. Solving numerically and forming $-J_1^\mu A_\mu$ gives this same value at $\xi=0.1$, 1, 3 and 10.

**Q.** Could that test have failed?

**A.** Yes, and breaking conservation makes it fail. Keep only the time components of both currents. Their product is $C=J_1^0J_2^0\approx48.08-1.89i\ \mathrm{GeV}^2$, and since $k^0=1$ GeV, $(k\cdot J_1)(k\cdot J_2)$ has the same numerical value in $\mathrm{GeV}^4$. Therefore

$$R=-\frac{C}{4\ \mathrm{GeV}^2}\left[1+\frac{1-\xi}{4}\right]=-\frac{(5-\xi)\,C}{16\ \mathrm{GeV}^2}.$$

The real part is $-12.02$ at $\xi=1$, $-6.01$ at $\xi=3$ and $+15.03$ at $\xi=10$. Even its sign depends on the gauge parameter, so these truncated currents do not define a physical amplitude. Solving $KA=J$ numerically with the truncated currents gives the same three values.

## Computed values

```
masses (GeV): 4.0000  2.0000
p upper components (GeV): 6.0  4.0  2.0  0.0
p' upper components (GeV): 5.0  2.0  2.0  -1.0
q upper components (GeV): 2.0  0.0  0.0  0.0
q' upper components (GeV): 3.0  2.0  0.0  1.0
k upper components (GeV): 1.0  2.0  0.0  1.0
k^2 = -4.0000 GeV^2
Maxwell operator K0, upper indices (GeV^2):
   5.0000  2.0000  0.0000  1.0000
   2.0000  0.0000  0.0000  2.0000
   0.0000  0.0000  -4.0000  0.0000
   1.0000  2.0000  0.0000  -3.0000
K0 times lower k (GeV^3): 0.0000  0.0000  0.0000  0.0000
mixed-index eigenvalues of K0 (GeV^2): 0.0000  4.0000  4.0000  4.0000
mixed-index eigenvalues of K at xi=3 (GeV^2): 1.3333  4.0000  4.0000  4.0000
determinant at xi=3: 85.3333 GeV^8
inverse of K at xi=3, lower indices (GeV^-2):
   0.1250  0.2500  0.0000  0.1250
   0.2500  -0.7500  0.0000  -0.2500
   0.0000  0.0000  -0.2500  0.0000
   0.1250  -0.2500  0.0000  -0.3750
ranks at lightlike k=(3,1,2,2) GeV for K0, xi=3, xi=1: [1, 1, 0]
J1 upper components (GeV): 10.75174 -0.42164i; 5.90292 -0.21082i; 4.00555 -1.68655i; -1.05409 +0.00000i
|k.J1| below 1e-12 GeV^2: True
J2 upper components (GeV): 4.47214 +0.00000i; 1.78885 +0.00000i; 0.00000 +1.78885i; 0.89443 +0.00000i
|k.J2| below 1e-12 GeV^2: True
R (dimensionless), conserved currents | time components only:
  xi= 0.1:  -8.86240 +2.16846i  |  -14.72550 +0.57747i
  xi= 1.0:  -8.86240 +2.16846i  |  -12.02082 +0.47140i
  xi= 3.0:  -8.86240 +2.16846i  |  -6.01041 +0.23570i
  xi=10.0:  -8.86240 +2.16846i  |  15.02602 -0.58926i
slope dR/dxi, time components only: 3.00520 -0.11785i
least-squares residual of K0 A = J2 below 1e-10 GeV: True
same residual, time component of J2 only: 1.8257 GeV
Gaussian moments minus i K^-1 below 1e-8: True
smeared poles, test function (1+s)exp(-s^2), eps = 0.001:
  double-pole limit: -3.54491 -3.14159i
  xi=3:  -3.53237 -3.12745i
  xi=-3: 1567.25926 +1.56373i
```
